\section*{Surface field of a uniformly doped MOS capacitor}

\section{Result}

A uniformly acceptor-doped semiconductor fills the half-space $x>0$ beneath an insulator. Let $\phi(x)$ be the electrostatic potential measured from the neutral bulk, $\phi_s=\phi(0)$ the surface potential, and $F=-d\phi/dx$ the field, positive when it points into the semiconductor. In thermal equilibrium, with Boltzmann carriers and fully ionised acceptors, the field just inside the semiconductor is
\begin{equation}
F_s=\operatorname{sgn}(\phi_s)\sqrt{\frac{8\pi kT}{\kappa}}\,
\Big[p_0\,(e^{-u}+u-1)+n_0\,(e^{u}-u-1)\Big]^{1/2},
\qquad u=\frac{\phi_s}{kT}.
\label{main}
\end{equation}
Here $p_0$ and $n_0$ are the bulk hole and electron densities and $\kappa$ is the relative permittivity of the semiconductor. The algebra uses atomic units: the elementary charge is 1, $4\pi\varepsilon_0=1$, and $kT$ is in hartree. In SI units, with $\varepsilon=\kappa\varepsilon_0$ and $u=e\phi_s/kT$, the prefactor becomes $\sqrt{2kT/\varepsilon}$ and the bracket is unchanged.

The oxide thickness, the gate work function and any interface charge do not appear. They determine which gate voltage produces a given $\phi_s$, but not the relation between $\phi_s$ and $F_s$.

\section{Charge density}

In equilibrium the Fermi level is the same at every depth. A positive potential lowers the energy of an electron by $\phi$ and raises that of a hole by $\phi$. Boltzmann statistics then give
\begin{equation}
p=p_0e^{-\phi/kT},\qquad n=n_0e^{\phi/kT}.
\end{equation}
Each ionised acceptor carries charge $-1$, so that
\begin{equation}
\rho=p-n-N_A .
\end{equation}
The bulk, where $\phi=0$, is neutral, which requires $p_0-n_0=N_A$. With mass action, $p_0n_0=n_i^2$, this is a quadratic equation for $p_0$, whose positive root is
\begin{equation}
p_0=\tfrac12\Big(N_A+\sqrt{N_A^2+4n_i^2}\Big),\qquad n_0=\frac{n_i^2}{p_0}.
\end{equation}
Replacing $N_A$ by $p_0-n_0$ in the charge density gives
\begin{equation}
\rho(\phi)=p_0\big(e^{-\phi/kT}-1\big)-n_0\big(e^{\phi/kT}-1\big).
\label{rho}
\end{equation}
The dopants have not been dropped: they are the two constants $-p_0+n_0$. For donor doping the neutrality condition is $p_0-n_0=-N_D$ instead, and \eqref{rho} and \eqref{main} keep their form.

\section{First integral}

Poisson's equation is $\phi''=-4\pi\rho(\phi)/\kappa$. Its right side depends on $x$ through $\phi$ alone, because the doping is uniform. Multiplying by $\phi'$ makes both sides total derivatives:
\begin{equation}
\frac{d}{dx}\frac{\phi'^2}{2}=-\frac{4\pi}{\kappa}\rho(\phi)\,\phi'
=\frac{d}{dx}W(\phi),\qquad
W(\phi)=-\frac{4\pi}{\kappa}\int_0^{\phi}\rho(v)\,dv .
\end{equation}
Therefore
\begin{equation}
\tfrac12\phi'^2=W(\phi)+C .
\label{first}
\end{equation}

The constant follows from the condition that $\phi\to0$ deep in the bulk. Since $W(0)=0$, \eqref{first} gives $\phi'^2\to2C$ there. A negative $C$ is impossible for a square. With a positive $C$ the slope would tend to a non-zero constant and $\phi$ would grow without limit. Hence $C=0$.

This condition selects the surface field. If $|F_s|$ is slightly too small for the given $\phi_s$, then $C<0$, and the potential turns back where $W=-C$, before reaching zero. If $|F_s|$ is too large, then $C>0$, the slope never vanishes, and the potential runs through zero.

\section{The integral and the sign}

The two integrals needed are
\begin{align}
\int_0^{\phi_s}\big(e^{-v/kT}-1\big)dv&=-kT(e^{-u}-1)-\phi_s=-kT\,(e^{-u}+u-1),\\
\int_0^{\phi_s}\big(e^{v/kT}-1\big)dv&=kT(e^{u}-1)-\phi_s=kT\,(e^{u}-u-1).
\end{align}
In \eqref{rho} the second enters with a minus sign, so both contributions to $\int\rho\,dv$ are negative, and the minus sign in $W$ makes them positive:
\begin{equation}
W(\phi_s)=\frac{4\pi kT}{\kappa}\Big[p_0(e^{-u}+u-1)+n_0(e^{u}-u-1)\Big].
\end{equation}
With $C=0$, $F_s^2=\phi'^2(0)=2W(\phi_s)$. This is the square of \eqref{main}.

To fix the sign, note that $W'(0)=-4\pi\rho(0)/\kappa=0$ and
\begin{equation}
W''(\phi)=-\frac{4\pi}{\kappa}\frac{d\rho}{d\phi}
=\frac{4\pi}{\kappa kT}(p+n)>0 .
\end{equation}
So $W$ is convex, with its minimum, zero, at $\phi=0$, and $\phi'$ cannot vanish while $\phi\neq0$. Nor can $\phi$ reach zero at a finite depth: $\phi'$ would vanish there too, and the solution with $\phi=\phi'=0$ at a point is $\phi=0$ everywhere. The potential therefore goes monotonically from $\phi_s$ to zero. A positive $\phi_s$ means a falling potential and $F_s>0$; a negative one means $F_s<0$.

\section{Meaning: a balance of pressures}

Collecting the linear terms with $p_0-n_0=N_A$ and writing $p_s$, $n_s$ for the surface densities turns the result into
\begin{equation}
\frac{\kappa F_s^2}{8\pi}=kT(p_s-p_0)+kT(n_s-n_0)+N_A\phi_s .
\label{pressure}
\end{equation}
The left side is the electrostatic stress at the surface. The first two terms on the right are changes in carrier gas pressure. The last is the force per area on the fixed dopants, apart from its sign, since $\int_0^\infty N_AF\,dx=N_A\phi_s$. The carriers supply the exponentials in \eqref{main}, and the dopants supply the net linear term.

The charge per area follows from Gauss's law. Since $\rho=(\kappa/4\pi)\,dF/dx$ and $F\to0$ in the bulk,
\begin{equation}
Q_s=\int_0^\infty\rho\,dx=-\frac{\kappa F_s}{4\pi}.
\label{gauss}
\end{equation}

\section{Limits}

\subsection{Near flat band}

For $|u|\ll1$, $e^{\mp u}\pm u-1=u^2/2\mp u^3/6+\dots$, and the bracket in \eqref{main} becomes
\begin{equation}
(p_0+n_0)\frac{u^2}{2}-(p_0-n_0)\frac{u^3}{6}+\dots
\end{equation}
Define the Debye length by $\lambda_D^2=\kappa kT/[4\pi(p_0+n_0)]$. Then $8\pi kT(p_0+n_0)/\kappa=2(kT/\lambda_D)^2$, and expanding the square root gives
\begin{equation}
F_s\simeq\frac{\phi_s}{\lambda_D}\left[1-\frac{p_0-n_0}{p_0+n_0}\,\frac{u}{6}\right].
\end{equation}
The leading term is linear screening. In p-type material the correction lowers the field for positive $\phi_s$, because holes are being removed and screening weakens.

\subsection{Accumulation}

For $u\ll-1$ in p-type material the surface holes dominate, and
\begin{equation}
F_s\simeq-\sqrt{8\pi kT\,p_0/\kappa}\;e^{|u|/2}.
\end{equation}

\subsection{Depletion}

Suppose $n_0\ll p_0$, $e^{-u}\ll1$ and $n_0e^u\ll p_0$. The surface has lost its holes but has few electrons. What remains is $p_0(u-1)$ with $p_0\simeq N_A$:
\begin{equation}
F_s\simeq\sqrt{\frac{8\pi N_A(\phi_s-kT)}{\kappa}} .
\label{dep}
\end{equation}
A depletion region with a sharp edge would give the same expression without $-kT$. Equation \eqref{pressure} shows the origin of that term: it is the lost hole pressure $kTp_0$.

\subsection{Inversion}

The surface electron density equals the bulk hole density when $n_0e^u=p_0$, that is, at
\begin{equation}
\phi_s=kT\ln(p_0/n_0).
\end{equation}
This is a customary definition of the onset of strong inversion. At this potential $e^{-u}=n_0/p_0$, and the bracket in \eqref{main} is
\begin{equation}
n_0+p_0u-p_0+p_0-n_0u-n_0=(p_0-n_0)u=N_Au .
\end{equation}
The field is then $\sqrt{8\pi N_A\phi_s/\kappa}$, the sharp-edge value: the electron pressure gained cancels the hole pressure lost. Far above this point, where $n_0e^u\gg p_0u$, equation \eqref{main} grows as $e^{\phi_s/2kT}$. This holds only while the electrons stay non-degenerate. In the silicon example below that regime is not reached: at 1.00 V the Boltzmann surface density is already $2.5N_c$, and with Fermi-Dirac statistics $kT\,d\ln F_s/d\phi_s$ is 0.35, 0.37 and 0.29 at 0.95, 1.00 and 1.05 V instead of approaching $1/2$.

The electron sheet density follows from $dx=-d\phi/F$. The excess over the bulk value is
\begin{equation}
N_e=\int_0^{\phi_s}\frac{n(\phi)-n_0}{F(\phi)}\,d\phi .
\label{sheet}
\end{equation}
The function $F(\phi)$ does not depend on $\phi_s$: a larger surface potential adds a new piece of the same curve. Above the onset, $n>p_0\geq N_A$ in the added piece, so the electrons gain more charge there than the dopants do, by a factor that rises exponentially with potential.

\section{Worked example: silicon at 300 K}

Take $N_A=10^{17}\ \mathrm{cm^{-3}}$ and rough typical parameters for silicon: $\kappa=11.7$, a gap of 1.12 eV, and effective densities of states $N_c=2.8\times10^{19}$ and $N_v=2.6\times10^{19}\ \mathrm{cm^{-3}}$. With $kT=0.02585$ eV,
\begin{equation}
n_i=\sqrt{N_cN_v}\,e^{-E_g/2kT}=1.06\times10^{10}\ \mathrm{cm^{-3}} .
\end{equation}
Hence $p_0=1.00\times10^{17}$ and $n_0=1.11\times10^{3}\ \mathrm{cm^{-3}}$. The Debye length is 12.93 nm, and the onset of strong inversion is at 0.831 V.

For numbers it is convenient to write \eqref{main} as
\begin{equation}
|F_s|=\frac{\sqrt2\,kT}{\lambda_D}\sqrt{\frac{B}{p_0+n_0}},
\end{equation}
where $B$ is the bracket. The prefactor is $\sqrt2\times0.02585\ \mathrm{V}/12.93\ \mathrm{nm}=0.0283$ MV/cm. At $\phi_s=0.95$ V, $u=36.75$, and the two parts of $B$ are
\begin{align}
p_0(e^{-u}+u-1)&=3.57\times10^{18}\ \mathrm{cm^{-3}},\\
n_0(e^{u}-u-1)&=1.01\times10^{19}\ \mathrm{cm^{-3}}.
\end{align}
Their sum is $137\,p_0$, so $F_s=0.0283\times\sqrt{137}=0.331$ MV/cm. By \eqref{gauss} the charge is $-0.343\ \mu\mathrm{C/cm^2}$. The same formula gives:
\begin{center}
\begin{tabular}{lcc}
Condition & $\phi_s$ (V) & $F_s$ (MV/cm)\\
Accumulation & $-0.100$ & $-0.185$\\
Near flat band & $0.050$ & $0.029$\\
Depletion & $0.400$ & $0.108$\\
Onset of inversion & $0.831$ & $0.160$\\
Strong inversion & $0.950$ & $0.331$
\end{tabular}
\end{center}

At 0.05 V, linear screening gives $0.05\ \mathrm V/12.93\ \mathrm{nm}=0.039$ MV/cm, about 32\% above the full result. Here $u=1.9$, which is not small. At 0.4 V, \eqref{dep} reproduces the tabulated value. Leaving out its $-kT$ would raise the field by a factor $\sqrt{15.5/14.5}$, or 3.4\%.

The digits shown belong to the chosen parameters. In strong inversion the field is sensitive to $n_i$: taking $n_i=9.65\times10^{9}\ \mathrm{cm^{-3}}$ moves the onset to 0.835 V and lowers $F_s$ at 0.95 V by 6\%, and a change of the gap by 5 meV moves $F_s$ there by about 7\%.

From the onset to 0.95 V the potential rises by 0.12 V and the field doubles. Integrating the electron density over a finite-volume solution of Poisson's equation, which is equivalent to \eqref{sheet}, gives a sheet density of $1.7\times10^{10}\ \mathrm{cm^{-2}}$ at the onset and $1.06\times10^{12}\ \mathrm{cm^{-2}}$ at 0.95 V. The remaining negative charge, dopants less holes, rises merely from $1.02$ to $1.08\times10^{12}\ \mathrm{cm^{-2}}$. At 0.95 V electrons thus carry half the charge, although they supply 74\% of $B$. There is no conflict: $B$ measures stress, which is quadratic in the field, not charge.

\section{Degeneracy and incomplete ionisation}

The first integral needs a charge density that depends on the local potential, not Boltzmann statistics as such. At fixed temperature a gas obeys $dP=(\text{density})\,d\mu$, where $\mu$ is measured from the band edge. This $\mu$ changes by $+\phi$ for electrons and $-\phi$ for holes, so
\begin{equation}
n=\frac{dP_n}{d\phi},\qquad p=-\frac{dP_p}{d\phi}.
\end{equation}
For acceptors with level $E_A$ and degeneracy factor 4,
\begin{equation}
N_A^-(\phi)=\frac{N_A}{1+c\,e^{-\phi/kT}},\qquad c=4e^{(E_A-E_F)/kT},
\end{equation}
with $E_A$ and $E_F$ taken in the bulk. Multiplying numerator and denominator by $e^{\phi/kT}$ makes the integral a logarithm, and
\begin{equation}
\frac{\kappa F_s^2}{8\pi}=\Delta P_n+\Delta P_p+N_AkT\ln\frac{e^{u}+c}{1+c},
\label{ext}
\end{equation}
where $\Delta$ means surface minus bulk. For $c\to0$ the last term is $N_A\phi_s$, and with $P=kT\times(\text{density})$ equation \eqref{pressure} returns.

For parabolic bands the Fermi-Dirac pressure is $P_n=kTN_c\mathcal F_{3/2}(\eta)$, where $\eta$ is the Fermi level above the band edge divided by $kT$ and $\mathcal F_j\to e^\eta$ for $\eta\ll-1$; holes are treated likewise. The bulk Fermi level is found numerically from neutrality. With the surface potential held at 0.95 V, Fermi-Dirac statistics alone change $F_s$ by $-2.2\%$ relative to \eqref{main}. Incomplete ionisation alone, with a rough acceptor depth of 0.045 eV, changes it by $+3.0\%$. Both together give $+0.5\%$.

The positive sign has a simple origin. About 92.5\% of the bulk acceptors are ionised, so $p_0$ is lower and $n_0=n_i^2/p_0$ is about 8\% higher. The electron part, 74\% of $F_s^2$, rises in proportion. That is 6\% in $F_s^2$ and 3\% in $F_s$. The near-cancellation with degeneracy belongs to this case and is not a general rule. In accumulation at $-0.100$ V the two effects add: they lower $|F_s|$ by 1.6\% and 2.4\% separately and by 3.8\% together.

\section{Quantum confinement}

Near an inverted surface, electrons occupy subbands. For a rough size, take a triangular well with a hard wall and the onset field of 0.160 MV/cm. Its levels are $E_i=a_i(F^2/2m_z)^{1/3}$, where $-a_i$ are the zeros of the Airy function and $m_z$ is the mass normal to the surface. For a (100) surface, with rough masses 0.92 and 0.19, two valleys have $m_z=0.92$ and four have $m_z=0.19$. The lowest level is 0.051 eV above the band edge, about $2kT$.

Summing the Boltzmann occupation of all subbands, with density of states $m_\parallel/\pi$ per valley, and dividing by the classical sheet density in the same well gives 0.32. Here $m_\parallel$ is 0.19 for the two valleys and $\sqrt{0.92\times0.19}$ for the four. Restoring the classical density takes an extra surface potential of $kT\ln(1/0.32)=0.029$ V.

Applying the same factor to the electron term at 0.95 V lowers $F_s$ by about 29\% at fixed $\phi_s$. This is an order of size, not a self-consistent result. The factor was computed at the weaker onset field; the stronger field at 0.95 V squeezes the electrons more, so the estimate is somewhat low. Solving the Schr\"odinger and Poisson equations together with the same masses and a hard wall gives a drop of about 34\%; penetration of the wavefunctions into the oxide reduces this to roughly 32\%. At fixed total charge, \eqref{gauss} leaves $F_s$ unchanged, and the error appears in $\phi_s$ instead: about 0.05 V for the charge of the 0.95 V case, larger than the 0.029 V found at the onset.

\section{The model beside a real device}

The example resembles a planar, long-channel silicon transistor with a moderately doped body and no drain bias. Put 5 nm of silicon dioxide, rough permittivity 3.9, on top. Without interface charge, $\kappa F_s=\kappa_{ox}F_{ox}$, so the oxide field at 0.95 V is 0.99 MV/cm, against a rough breakdown field of 10 MV/cm. The gate voltage measured from flat band is $0.95+0.50=1.45$ V. For a rough barrier of 3.1 eV and mass 0.4, the WKB factor $\exp[-2\int\sqrt{2m(\Phi-F_{ox}x)}\,dx]$ is about $10^{-24}$; for masses from 0.3 to 0.5 it runs from $10^{-21}$ to $10^{-27}$. Advanced logic devices use much thinner equivalent oxides, for which this figure does not hold. Of the effects sized here at 0.95 V, confinement moves the field most.

Band-to-band tunnelling in the semiconductor needs the surface conduction band to fall below the bulk valence band edge. At 0.95 V it is still 0.17 eV above, so elastic tunnelling of this kind has no final states. Under drain bias the carriers are not in equilibrium, and neither this argument nor \eqref{main} applies unchanged.

At 400 K, with the gap held fixed and $N_c$, $N_v$ scaled as $T^{3/2}$, the onset moves to 0.704 V and its field to 0.148 MV/cm. The larger $n_i$ brings inversion at a smaller band bending. The real gap shrinks by roughly 0.03 eV over this range, which moves the onset further, to about 0.68 V, and its field to about 0.145 MV/cm.

The sharp-edge depletion width at the 300 K onset, $\sqrt{\kappa\phi_s/2\pi N_A}$, is 104 nm, while the mean dopant spacing $N_A^{-1/3}$ is 21.5 nm. Equation \eqref{main} treats the dopants as a smooth background, so it does not give the local field in a very small device. Even for the average over a large area it is only approximate in strong inversion, because the field there is a nonlinear function of a potential that varies from place to place. It also needs a neutral bulk, which a fully depleted thin film lacks. In III-V channels with a small $N_c$, degeneracy sets in at lower electron density. Equation \eqref{ext} accounts for that, but the light electron mass behind the small $N_c$ also strengthens confinement, which neither \eqref{main} nor \eqref{ext} contains. Such channels need a calculation with subbands.
